# Herring-Vogt Coupling of Acoustic Phonons to Delta and L Valleys, part 2

An electron in a conduction-band valley of a nonpolar cubic crystal such as silicon is scattered by long acoustic waves. We seek the scattering rate within the valley. The unit vector $\mathbf n$ is the valley axis, $[001]$ or equivalent for a Delta valley and $[111]$ or equivalent for an L valley. The angle between $\mathbf n$ and the phonon wave vector $\mathbf q=q\hat{\mathbf q}$ is $\theta$.

A strain $\varepsilon$ shifts the valley edge by

$$
\boxed{\;\delta E=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n\;} \tag{3}
$$

with deformation potentials $\Xi_d$ and $\Xi_u$, which are energies. A dilation $\varepsilon=\eta I$ gives $(3\Xi_d+\Xi_u)\eta$. The splitting between equivalent valleys contains only $\Xi_u$. A local rotation does not contribute.

A displacement $A\,\mathbf e\,e^{i\mathbf q\cdot\mathbf r}$, with real unit polarization $\mathbf e$, has the electron matrix element

$$
M=iAq\left[\Xi_d\,\hat{\mathbf q}\cdot\mathbf e+\Xi_u\cos\theta\;\mathbf n\cdot\mathbf e\right]. \tag{7}
$$

This holds for any polarization. The coupling $\Xi$ of a mode is defined by $M=iAq\,\Xi$. In an elastically isotropic crystal the modes are longitudinal (LA, label $L$) and transverse (TA), with T1 polarized in the plane of $\mathbf q$ and $\mathbf n$ and T2 normal to it:

$$
\boxed{\;\Xi_{L}=\Xi_d+\Xi_u\cos^2\theta,\qquad
\Xi_{T1}=\Xi_u\sin\theta\cos\theta,\qquad
\Xi_{T2}=0\;} \tag{9}
$$

The moduli are $c=\rho\omega_q^2/q^2$, equal to $c_L$ for LA and $c_T$ for TA modes, with $\rho$ the mass density and $\omega_q$ the phonon frequency.

These couplings are for initial and final electron wave vectors placed symmetrically about the valley minimum. In a Delta valley, moving their midpoint away from the minimum adds a correction of first order in that distance, which reflects the motion of the valley with strain.

## A test on two model crystals

The couplings were tested on face-centred cubic lattices with one orbital per site. When a bond is stretched, its hopping changes from the unstrained value in proportion to (bond length)$^{-3}$. The hoppings to the first, second and third shells were $1.15,\,-0.5,\,1.0$ in one model, which gives a Delta minimum, and $-0.6,\,1.0,\,0.1$ in the other, which gives an L minimum. The constants were found from the minimized band edge under two uniform strains, a stretch along $\mathbf n$ and a dilation:

- Delta model: $\Xi_d=17.830$, $\Xi_u=-6.270$.
- L model: $\Xi_d=10.000$, $\Xi_u=-12.000$.

These are in units of the hopping scale. The L values can be checked by hand. At L the first and third shells sum to zero and the second gives an edge energy of $-6$. A dilation $\eta$ multiplies each hopping by $1-3\eta$, so the edge shifts by $18\eta$, and $3\Xi_d+\Xi_u=30-12=18$.

The matrix element was then computed as an explicit Bloch sum over a lattice displaced by a long wave, for four directions of $\mathbf q$ and all three polarizations. The largest deviation from (9), relative to $|\Xi_u|$, was $2.1\times10^{-5}$ for the Delta model and $4.3\times10^{-6}$ for the L model. The transverse waves in this test carry a local rotation, so its absence from the coupling was tested too.

## Amplitude of a thermal phonon

Consider one mode in a crystal of volume $V$, with real displacement $\mathbf u=A\mathbf e\,e^{i(\mathbf q\cdot\mathbf r-\omega_qt)}+\text{c.c.}$ The average of $\dot{\mathbf u}^2$ is $2\omega_q^2|A|^2$, so the kinetic energy is $\frac12\rho V\cdot2\omega_q^2|A|^2$. The potential energy of a harmonic wave has the same average, and the total is $2\rho V\omega_q^2|A|^2$. Setting it equal to $\hbar\omega_q(N+\frac12)$ gives $|A|^2=\hbar(N+\frac12)/(2\rho V\omega_q)$, where $N$ is the phonon number. In the quantum theory the oscillator matrix elements separate the two processes:

$$
|A|^2_{\rm abs}=\frac{\hbar}{2\rho V\omega_q}\,N,\qquad
|A|^2_{\rm em}=\frac{\hbar}{2\rho V\omega_q}\,(N+1).
$$

Their mean is the classical value. An electron going from $\mathbf k$ to $\mathbf k'$ either absorbs a phonon of wave vector $\mathbf k'-\mathbf k$ or emits one of wave vector $\mathbf k-\mathbf k'$. The squared couplings are the same for both, since reversing $\mathbf q$ leaves $\cos^2\theta$ unchanged.

Let $k_BT$ be large compared with $\hbar\omega_q$. Then $2N+1\approx2k_BT/(\hbar\omega_q)$, and the phonon energy can be neglected in the energy balance. Absorption and emission add to

$$
|M|^2=\frac{\hbar q^2\Xi^2}{2\rho V\omega_q}\cdot\frac{2k_BT}{\hbar\omega_q}
=\frac{k_BT\,q^2\,\Xi^2}{\rho V\omega_q^2}
=\frac{k_BT}{V}\,\frac{\Xi^2}{c}, \tag{10}
$$

where $\omega_q^2=cq^2/\rho$ was used. The length of $\mathbf q$ has dropped out and its direction remains. A soft mode scatters more strongly at equal coupling, because its thermal strain is larger.

## The rate on an ellipsoid

Fermi's golden rule gives for scattering within the valley, with spin conserved,

$$
\frac1{\tau(\mathbf k)}=\frac{2\pi}{\hbar}\,k_BT\int\!\frac{d^3k'}{(2\pi)^3}
\left[\frac{\Xi_L^2}{c_L}+\frac{\Xi_{T1}^2}{c_T}\right]\delta(E_{\mathbf k'}-E_{\mathbf k}). \tag{11}
$$

Measure $\mathbf k$ from the valley bottom and let $m_l$ and $m_t$ be the masses along and across $\mathbf n$. The substitution $k_i=\sqrt{m_i}\,w_i$ turns the energy into $E=\hbar^2w^2/2$ and the ellipsoid into a sphere. The volume element is $d^3k=\sqrt{m_l}\,m_t\,w^2dw\,d\Omega$. From $dE=\hbar^2w\,dw$ and $w=\sqrt{2E}/\hbar$, the density of states per spin and valley is

$$
g(E)=\frac{\sqrt{m_l}\,m_t}{8\pi^3}\cdot4\pi\cdot\frac{w}{\hbar^2}
=\frac{\sqrt{m_l}\,m_t\sqrt{2E}}{2\pi^2\hbar^3}.
$$

The integral in (11) equals $g(E)$ times the average of the bracket over the directions of $\mathbf w'$. It still depends on the initial direction. Average over that too, which gives the mean rate on the energy shell. The directions of $\mathbf w$ and $\mathbf w'$ are then independent and uniform. A common rotation of both leaves their distribution unchanged, so the direction of $\mathbf w'-\mathbf w$ is uniform as well. Let $x$ be the cosine of its angle with $\mathbf n$. The phonon wave vector has components $\sqrt{m_i}(w_i'-w_i)$, and with $\gamma=m_t/m_l$

$$
\cos^2\theta=\frac{m_lx^2}{m_lx^2+m_t(1-x^2)}=\frac{x^2}{\gamma+(1-\gamma)x^2}.
$$

For $\gamma<1$ define $b^2=\gamma/(1-\gamma)$, so that $1/(1-\gamma)=1+b^2$ and

$$
\cos^2\theta=(1+b^2)\,\frac{x^2}{x^2+b^2}=(1+b^2)\left(1-\frac{b^2}{x^2+b^2}\right).
$$

Two integrals are needed. The first is $I_1=\int_0^1dx/(x^2+b^2)=\Theta/b$, with $\Theta=\arctan(1/b)$. For the second, $I_2=\int_0^1dx/(x^2+b^2)^2$, use

$$
\frac{d}{dx}\,\frac{x}{x^2+b^2}=\frac{b^2-x^2}{(x^2+b^2)^2}=\frac{2b^2}{(x^2+b^2)^2}-\frac1{x^2+b^2}.
$$

Integration from 0 to 1 gives $1/(1+b^2)=2b^2I_2-I_1$, hence $b^4I_2=\frac12b^2/(1+b^2)+\frac12b\Theta$. The shell averages are

$$
P_2=\langle\cos^2\theta\rangle=(1+b^2)(1-b^2I_1)=(1+b^2)(1-b\Theta),
$$

$$
P_4=\langle\cos^4\theta\rangle=(1+b^2)^2(1-2b^2I_1+b^4I_2)
=(1+b^2)^2\left(1-\tfrac32b\Theta\right)+\tfrac12b^2(1+b^2).
$$

For $\gamma\to1$ they approach the isotropic values $\frac13$ and $\frac15$. For $\gamma\to0$ both approach 1: in a very elongated valley the wave vectors exchanged lie mostly along the axis.

Expand $\Xi_L^2=\Xi_d^2+2\Xi_d\Xi_u\cos^2\theta+\Xi_u^2\cos^4\theta$ and $\Xi_{T1}^2=\Xi_u^2(\cos^2\theta-\cos^4\theta)$, and take out a factor $1/c_L$:

$$
\boxed{\;\frac1\tau=\frac{2\pi k_BT\,g(E)\,\Xi_{\rm eff}^2}{\hbar c_L}\;} \tag{12}
$$

$$
\Xi_{\rm eff}^2=\Xi_d^2+2\Xi_d\Xi_uP_2+\Xi_u^2P_4+\frac{c_L}{c_T}\,\Xi_u^2(P_2-P_4). \tag{13}
$$

This is the rate of leaving a state. A mobility needs the loss of momentum, which weights the angles differently, so $\Xi_{\rm eff}$ should not be put unchanged into a mobility formula.

## A silicon Delta valley at 300 K

The following inputs are chosen close to silicon, with no claim to the accuracy of their last digits: $\Xi_d=1.0$ eV, $\Xi_u=9.0$ eV, $m_l=0.92\,m_0$, $m_t=0.19\,m_0$ (with $m_0$ the free-electron mass), $\rho=2.33$ g/cm³, and cubic elastic constants $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa. Isotropic moduli are formed as the averages

$$
c_L=\frac{3C_{11}+2C_{12}+4C_{44}}5=189.2\ \text{GPa},\qquad
c_T=\frac{C_{11}-C_{12}+3C_{44}}5=68.4\ \text{GPa}.
$$

The couplings (9) are then:

| $\theta$ | LA (eV) | TA (eV) |
|---|---|---|
| 0° | 10.00 | 0 |
| 30° | 7.75 | 3.90 |
| 45° | 5.50 | 4.50 |
| 60° | 3.25 | 3.90 |
| 90° | 1.00 | 0 |

At $60^\circ$ the transverse coupling exceeds the longitudinal one.

The mass ratio $\gamma=0.19/0.92=0.207$ gives $P_2=0.5536$ and $P_4=0.4165$. The longitudinal part of (13) is $1+18\times0.5536+81\times0.4165=44.7$ eV². The transverse part is $2.766\times81\times(0.5536-0.4165)=30.7$ eV². The sum is 75.4 eV², so $\Xi_{\rm eff}\approx8.7$ eV. Transverse phonons account for 41 % of the rate. Their coupling is weaker on average, but the factor $c_L/c_T=2.766$ favours them.

For an electron with $E=k_BT=25.85$ meV the density of states is $9.98\times10^{19}$ /(eV cm³). With $c_L=1.181\times10^{24}$ eV/cm³ and $\hbar=6.582\times10^{-16}$ eV s,

$$
\frac1\tau=\frac{2\pi\times0.02585\times9.98\times10^{19}\times75.4}{6.582\times10^{-16}\times1.181\times10^{24}}\ \text{s}^{-1}
\approx1.6\times10^{12}\ \text{s}^{-1},
$$

a mean time of 0.64 ps. This rate is an average over the energy shell. For an electron with $\mathbf k$ along the valley axis the rate is about 1.24 times as large, and for one with $\mathbf k$ across the axis about 0.91 times.

## Phonon energy and other small corrections

The golden rule was also integrated with quantized phonons and the full energy balance. The result is 0.992 times (12), so neglecting the phonon energy costs 0.8 % here. The root-mean-square $q$ is 0.77 nm⁻¹, where an LA phonon has 4.55 meV, well below $k_BT$. With the density raised a hundredfold at fixed moduli, which slows the sound tenfold, the ratio becomes 0.9999. This tests the phonon factors and the angular average in (12). The density of states $g(E)$ enters both rates in the same form and is not tested by the ratio.

At an electron density of $10^{16}$ cm⁻³ the Debye length is 41 nm for a relative permittivity of 11.7. If static screening acted on the whole coupling, the rate would fall by 0.7 %. The density is $3.6\times10^{-4}$ of the effective density of states, so Pauli blocking is negligible.

Two corrections come from the electron's distance to the valley bottom. Mixing with the next band is expected to enter as energy over band distance, which is 0.05 for $k_BT$ and a rough distance of 0.5 eV. The correction from the motion of the valley is linear in the midpoint of the two electron wave vectors. In the averaged rate its cross term with (9) cancels: reversing both $\mathbf k$ and $\mathbf k'$ reverses the midpoint relative to the minimum and changes the sign of the cross term, while the energies stay the same as long as the valley is parabolic. A Delta valley also has a cubic term in the energy along its axis, so the cancellation holds only at first order. The remainder contains the square of the correction and its product with this asymmetry. Neither factor need be tiny. In the Delta lattice model, a midpoint shifted along the axis by 0.1 (in inverse half cube edges) changes the TA element for $\mathbf q\parallel[111]$ by about 26 %, and the energies at that distance on the two sides of the minimum have the ratio 0.66. The remainder has not been sized for silicon.

## Elastic anisotropy

Real silicon is not elastically isotropic. Equation (7) still holds, but the polarizations are in general neither purely longitudinal nor purely transverse. With the cubic elastic constants and everything else fixed, the shell-averaged rate is 1.16 times the isotropic result. For single directions of $\mathbf q$ the ratio runs from 0.87 to 1.24.

Two directions show where an increase comes from. For $\mathbf q$ along the valley axis $[001]$ the LA modulus is $C_{11}=166$ GPa instead of 189.2 GPa, which raises the contribution by a factor 1.14. For $\mathbf q$ along $[011]$, at $45^\circ$ to the axis, the modes are again pure. The LA modulus is $(C_{11}+C_{12}+2C_{44})/2=195$ GPa, and the TA mode in the plane of $\mathbf q$ and $\mathbf n$ has $(C_{11}-C_{12})/2=51$ GPa. The ratio of the two sums is

$$
\frac{5.50^2/195+4.50^2/51}{5.50^2/189.2+4.50^2/68.4}=\frac{0.552}{0.456}=1.21 .
$$

Here the soft shear mode is responsible.

## The model beside real silicon

The deformation potentials above are rough inputs. $\Xi_d$ is harder to determine than $\Xi_u$, because the splitting of the valleys does not contain it. With $\Xi_u$ fixed, $\Xi_d=0$ gives $\Xi_{\rm eff}=8.0$ eV and $\Xi_d=2$ eV gives 9.4 eV, which changes the rate by $-15$ % and $+17$ %. A larger error in $\Xi_d$ would matter more: $\Xi_d=-6$ eV lowers the rate by 46 % and $\Xi_d=5$ eV raises it by 85 %. Among the neglected processes estimated here, the largest comes from the assumption that the electron stays in its valley. Short-wavelength phonons carry it to other valleys. With rough coupling constants of $10^9$ eV/cm (62 meV, one final valley) and $2\times10^8$ eV/cm (59 meV, four final valleys), this adds $5.0\times10^{11}$ s⁻¹ at $E=k_BT$, about a third of the acoustic rate. At that energy the electron can absorb such phonons but cannot emit them. At $E=100$ meV, an energy that carriers heated by a field can reach, emission is open. The intervalley rate is then $4.3\times10^{12}$ s⁻¹, against $3.1\times10^{12}$ s⁻¹ for acoustic phonons. With these two rough coupling constants, equation (12) gives 76 % of the phonon scattering at $E=k_BT$, 63 % when both rates are averaged over a thermal distribution at 300 K, and less than half above about 74 meV. These shares depend on the intervalley constants. The thermal share falls to one half if the 59 meV constant is $4.6\times10^8$ eV/cm, and further intervalley phonons left out here lower it as well. The example therefore shows that acoustic and intervalley scattering are comparable in silicon at 300 K, and it does not establish which is larger. The main values are in the numerical output below.

## Numbers as computed

```
Symmetry: valley group order, residual outside I and nn
  Delta 8, 1.9e-16; L 12, 1.6e-15
  [110] axis (control) 4, 2.40
Lattice models (energies in units of the hopping scale)
  Delta: Xi_d 17.830, Xi_u -6.270, largest mismatch/|Xi_u| 2.1e-05
  L: Xi_d 10.000, Xi_u -12.000, largest mismatch/|Xi_u| 4.3e-06
Silicon Delta valley, rough input values
  Xi_d 1.0 eV, Xi_u 9.0 eV, T 300 K
  m_l 0.92 m0, m_t 0.19 m0, density 2.33 g/cm3
  C11 166, C12 64, C44 80 GPa
  isotropic moduli c_L 189.2 GPa, c_T 68.4 GPa
  sound speeds v_L 9.01 km/s, v_T 5.42 km/s
Couplings: theta (deg), LA (eV), TA (eV)
   0   10.00    0.00
  30    7.75    3.90
  45    5.50    4.50
  60    3.25    3.90
  90    1.00    0.00
Energy-shell average at E = kT
  kT 25.85 meV, <cos^2> 0.5536, <cos^4> 0.4165
  LA part 44.7 eV^2, TA part 30.7 eV^2 (with factor c_L/c_T = 2.766)
  TA share of the rate 40.7 %
  Xi_eff 8.69 eV
  density of states 9.980e+19 /(eV cm3)
  acoustic rate 1.573e+12 1/s, time 0.636 ps
  golden rule/formula, slow sound: 0.9999
Neglected effects, same example
  golden rule/formula, true phonon energies: 0.9916
  cubic/isotropic elasticity: rate ratio 1.1619
  same, single directions: 0.872 to 1.236
  rms q 0.767 1/nm, LA phonon there 4.55 meV
  at n = 1e+16 cm-3, eps_r 11.7: Debye length 40.9 nm
  rate loss if fully screened 0.73 %, n/Nc 3.6e-04
  kT/(next band at rough 0.5 eV) 0.052
  intervalley input (rough): 1e+09 eV/cm, 62 meV, 1 final valley(s)
  intervalley input (rough): 2e+08 eV/cm, 59 meV, 4 final valley(s)
  E 25.9 meV: acoustic 1.57e+12, intervalley 5.01e+11 1/s
  E 100.0 meV: acoustic 3.09e+12, intervalley 4.27e+12 1/s
  Xi_eff if Xi_d were 0.0 eV: 8.03 eV
  Xi_eff if Xi_d were 2.0 eV: 9.40 eV
```
